# Why Thin Copper Damps a Ferromagnet Weakly Without a Spin Sink

## A closed copper film with no spin flips

Let a magnetic film precess steadily against a copper film whose far face is closed, and suppose that electrons in the copper never flip their spins. The moving magnetization emits spin into the copper. That spin can neither leave through the far face nor disappear inside. If the copper fills quickly compared with a precession period, spin builds up until the copper returns as much to the magnet as the magnet emits. The net flow is then zero, and so is the added damping, although the emission is as strong as ever.

Now let the copper lose a little spin. Write $V$ for the drive of the precessing magnet, expressed as an energy, and $\mu$ for the spin splitting that builds up in the copper. The magnet emits in proportion to $gV$, receives back $g\mu$, and the copper loses $G\mu$. In the steady state

$$g(V-\mu)=G\mu ,\qquad \mu=\frac{g}{g+G}V ,$$

so the net flow is $G\mu=\dfrac{gG}{g+G}V$. Two conductances in series control the damping, and the smaller one dominates. Thin copper has a very small $G$; a spin sink behind it provides a larger one. What remains is to find $V$, $g$ and $G$ with their factors.

## The interface: pumping and backflow

Gaussian units are used in the algebra. The unit vector $\mathbf m$ points along the magnetization $M\mathbf m$. The vector $\boldsymbol\mu_s$ points along the spin accumulation, with length $\mu_\uparrow-\mu_\downarrow$ in energy. The spin current $\mathbf I_s$ is angular momentum per area and time flowing from magnet to copper.

**Backflow.** Hold $\mathbf m$ fixed. Integrated over energy, the excess of electrons arriving in one channel is the spin matrix $f=\tfrac12\boldsymbol\mu_s\cdot\boldsymbol\sigma$, because $\mathrm{Tr}(\boldsymbol\sigma f)=\boldsymbol\mu_s$. Take the quantization axis along $\mathbf m$, with reflection amplitudes $r_\uparrow$ and $r_\downarrow$. The spin component transverse to $\mathbf m$ sits in the off-diagonal element, which reflection changes as

$$f_{\uparrow\downarrow}\;\to\; r_\uparrow r_\downarrow^{*}\,f_{\uparrow\downarrow}.$$

The modulus of $r_\uparrow r_\downarrow^*$ rescales the transverse spin and its phase rotates it about $\mathbf m$. The real part gives the component left along the original transverse direction. The imaginary part gives a component perpendicular to both that direction and $\mathbf m$; only this second component is neglected here. Electrons emerging from the magnet carry spin along $\mathbf m$, provided that transverse spin dephases inside the film, so they add nothing transverse. Outgoing minus incoming transverse spin is therefore $-(1-\mathrm{Re}\,r_\uparrow r_\downarrow^*)\boldsymbol\mu_{s\perp}$ per channel. Each electron carries $\hbar/2$, and a channel delivers $dE/h$ electrons per unit time, which gives the factor $(\hbar/2)/h=1/4\pi$. Since $\boldsymbol\mu_{s\perp}=\mathbf m\times(\boldsymbol\mu_s\times\mathbf m)$,

$$\mathbf I_s^{\rm back}=-\frac{g}{4\pi}\,\mathbf m\times(\boldsymbol\mu_s\times\mathbf m),\qquad g=\frac1{\rm area}\sum_{\rm channels}(1-\mathrm{Re}\,r_\uparrow r_\downarrow^{*}).$$

This $g$ is the real mixing conductance per area, counted in units of $e^2/h$.

**Pumping.** Let $\mathbf m$ rotate with angular velocity $\boldsymbol\omega$, so that $\dot{\mathbf m}=\boldsymbol\omega\times\mathbf m$. In the rotating frame the magnet is at rest, and every electron energy is shifted by $-\boldsymbol\omega\cdot\mathbf S$ with $\mathbf S=\hbar\boldsymbol\sigma/2$. Copper that is unbiased in the laboratory is filled to the same level for both spins. In the rotating frame, spins along $\boldsymbol\omega$ are then filled to a level lower by $\hbar\omega/2$ and opposite spins to one higher by $\hbar\omega/2$. The copper thus has the bias $\boldsymbol\mu_s=-\hbar\boldsymbol\omega$. The component of this bias along $\mathbf m$ is the same in the magnet and drives no current. The transverse part, inserted in the backflow law, gives

$$\mathbf I_s^{\rm pump}=\frac{\hbar g}{4\pi}\,\mathbf m\times(\boldsymbol\omega\times\mathbf m)=\frac{\hbar g}{4\pi}\,\mathbf m\times\dot{\mathbf m}.$$

Pumping and backflow share one conductance because they are one scattering process seen from two frames. The argument takes the reflection amplitudes as constant over the energy $\hbar\omega$. A direct laboratory-frame sum over reflected electrons that gain or lose $\hbar\omega$, made with the same constant amplitudes, tests the change of frame: for potential steps 1.3 and 3.0 times the electron energy and a cone angle of 0.7 rad, the two results agree to one part in $10^6$.

The net current is

$$\mathbf I_s=\frac{g}{4\pi}\left[\hbar\,\mathbf m\times\dot{\mathbf m}-\mathbf m\times(\boldsymbol\mu_s\times\mathbf m)\right].$$

The drive is $\mathbf V=\hbar\,\mathbf m\times\dot{\mathbf m}$. If the copper fills quickly and $(\omega\tau)^2(G/g)\sin\theta\ll1$, with $\theta$ the cone angle and $\tau$ the spin relaxation time of the copper, then $\boldsymbol\mu_s$ is parallel to $\mathbf V$, hence transverse to $\mathbf m$, and the bracket reduces to $\mathbf V-\boldsymbol\mu_s$. The example below meets this condition easily. With no spin flips at all it fails: this law does not return spin along $\mathbf m$, so $\boldsymbol\mu_s$ settles at $\hbar\boldsymbol\omega$, whose transverse part equals $\mathbf V$, and the net flow is again zero.

## The copper and what lies behind it

Each spin species carries half the conductivity $\sigma$, so its particle current is $-(\sigma/2e^2)\partial_x\mu_{\uparrow,\downarrow}$. Subtracting the two and multiplying by $\hbar/2$,

$$\mathbf I_s=-\frac{\hbar\sigma}{4e^2}\partial_x\boldsymbol\mu_s=-\frac{K}{4\pi}\partial_x\boldsymbol\mu_s,\qquad K=\frac{h\sigma}{2e^2}.$$

$K$ is an inverse length. With spin diffusion length $\lambda$, the slow-motion diffusion equation is $\partial_x^2\boldsymbol\mu_s=\boldsymbol\mu_s/\lambda^2$. For copper between $x=0$ and $x=L$, write

$$\mu_s=A\cosh\frac{L-x}{\lambda}+B\sinh\frac{L-x}{\lambda},$$

$$4\pi I_s=g_N\left[A\sinh\frac{L-x}{\lambda}+B\cosh\frac{L-x}{\lambda}\right],\qquad g_N=\frac K\lambda .$$

Let the layer behind the copper draw $4\pi I_s=g_S\mu_s$. At $x=L$ this requires $g_NB=g_SA$. The load seen by the magnet is $4\pi I_s/\mu_s$ at $x=0$. Dividing numerator and denominator by $\cosh(L/\lambda)$ and inserting $B/A=g_S/g_N$,

$$g_{\rm load}=g_N\,\frac{g_S+g_N\tanh(L/\lambda)}{g_N+g_S\tanh(L/\lambda)}.$$

Open copper has $g_S=0$ and $g_{\rm load}=g_N\tanh(L/\lambda)$. A sink that is itself a diffusive layer with a closed outer face obeys the same formula, so $g_S=(K_S/\lambda_S)\tanh(d_S/\lambda_S)$.

Continuity at the magnet requires $g(V-\mu_s)=g_{\rm load}\mu_s$. As in the opening case,

$$\mathbf I_s=\frac{\hbar g_{\rm eff}}{4\pi}\,\mathbf m\times\dot{\mathbf m},\qquad \frac1{g_{\rm eff}}=\frac1g+\frac1{g_{\rm load}},$$

and the returned fraction of the pumped current, counted relative to the flow at $\mu_s(0)=0$, is

$$b=\frac{\mu_s(0)}{V}=\frac{g}{g+g_{\rm load}}=1-\frac{g_{\rm eff}}g .$$

## From spin current to damping

With $\gamma=g_Le/2mc>0$, where $g_L$ is the Landé factor, a film of thickness $d$ has angular momentum $-(Md/\gamma)\mathbf m$ per area. The minus sign reflects the negative electron charge. Losing $\mathbf I_s$ to the copper means

$$-\frac{Md}{\gamma}\dot{\mathbf m}\Big|_{\rm pump}=-\mathbf I_s ,\qquad \dot{\mathbf m}\Big|_{\rm pump}=\frac{\gamma\hbar g_{\rm eff}}{4\pi Md}\,\mathbf m\times\dot{\mathbf m}.$$

This has the form of the Gilbert term in $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}$. The added damping is therefore

$$\alpha_{\rm sp}=\frac{\gamma\hbar}{4\pi Md}\,g_{\rm eff}.$$

It varies as $1/d$, because an interface loss is shared by the whole film. The outer face of the magnet is assumed to leak no spin.

## Two limits and the effect of thickness

For thin open copper, $\tanh(L/\lambda)\approx L/\lambda$ gives

$$g_{\rm load}\approx\frac{KL}{\lambda^2}.$$

This is the volume loss rate of the opening case. If it is far below $g$, then $g_{\rm eff}\approx KL/\lambda^2$ and the mixing conductance drops out: a more transparent interface raises pumping and backflow together.

For thin copper on a sink, neglect spin flips in the copper. The load is then a copper resistance followed by the sink:

$$\frac1{g_{\rm eff}}\approx\frac1g+\frac LK+\frac1{g_S}.$$

For intermediate thickness, let $t=\tanh(L/\lambda)$ and differentiate the load:

$$\frac{d g_{\rm load}}{dt}=g_N\frac{g_N(g_N+g_St)-g_S(g_S+g_Nt)}{(g_N+g_St)^2}=g_N\frac{g_N^2-g_S^2}{(g_N+g_St)^2}.$$

Thicker copper raises the damping if $g_S<g_N$, since it adds places for spins to flip. It lowers the damping if $g_S>g_N$, since it separates the magnet from the better absorber. Both cases tend to $g_{\rm load}=g_N$ when $L\gg\lambda$, where the magnet no longer senses the far end.

## A 3 nm magnetic film with copper and tantalum

The example is a soft 3d alloy film in the permalloy regime, with $M=800$ emu/cm³, $d=3$ nm and $g_L=2.1$, at room temperature and 10 GHz. It carries 20 nm of sputtered copper with resistivity 5 µΩ cm and $\lambda=200$ nm. The sink is 5 nm of resistive tantalum with 180 µΩ cm and $\lambda_S=1.5$ nm. The mixing conductance is $g=15$ nm⁻². All these are rough typical values.

Since $h/2e^2=12.9$ kΩ and 5 µΩ cm is 50 Ω nm, copper has $K=258$ nm⁻¹; tantalum has $K_S=7.17$ nm⁻¹. Hence

$$g_N=\frac{258}{200}=1.29\ \mathrm{nm^{-2}},\qquad g_S\approx\frac{7.17}{1.5}=4.8\ \mathrm{nm^{-2}},$$

the tantalum being thick enough that its $\tanh$ is nearly one. The factor from conductance to damping is $\gamma\hbar/4\pi Md=6.46\times10^{-4}$ nm². If $\mu_s$ were held at zero at the interface, the damping would be $15\times6.46\times10^{-4}=9.7\times10^{-3}$.

**Open copper.** The load is $258\times20/200^2=0.129$ nm⁻², about a hundredth of $g$. The series law gives $g_{\rm eff}=0.128$ nm⁻² and $\alpha_{\rm sp}=8.2\times10^{-5}$. Of the pumped spin, 99.1% returns. The added damping is about 1% of a rough intrinsic value of 0.007.

**Copper on tantalum.** The three resistances are $1/g=0.067$, $L/K=0.078$ and $1/g_S=0.210$ nm². Their sum gives $g_{\rm eff}=2.83$ nm⁻²; the full formula, which keeps spin flips in the copper, gives 2.89 nm⁻². The damping is $1.9\times10^{-3}$, or 27% of the intrinsic value and 23 times that of open copper. Even so, 81% of the pumped spin still flows back, counted in the same way. The sink does not abolish backflow; it raises the net fraction from 0.9% to 19%.

**Ideal diffusive sink.** If $\mu_s$ is forced to zero at the far face, $g_{\rm eff}=6.9$ nm⁻² and $\alpha_{\rm sp}=4.5\times10^{-3}$. The returned fraction is still 54%, because the copper itself has a resistance slightly larger than that of the interface.

With all other parameters fixed, thickness acts in opposite directions:

| $L$ (nm) | $\alpha_{\rm sp}$, open | $\alpha_{\rm sp}$, with Ta |
|---|---|---|
| 20 | $0.8\times10^{-4}$ | $18.7\times10^{-4}$ |
| 100 | $3.7\times10^{-4}$ | $11.3\times10^{-4}$ |
| 400 | $7.4\times10^{-4}$ | $7.8\times10^{-4}$ |

At 400 nm, two diffusion lengths, tantalum adds about 5% to the open-copper value. Even very thick copper is a modest sink here, since $g_N$ is below a tenth of $g$.

The role of spin loss can be isolated by coupling the magnet's equation of motion to time-dependent diffusion in the copper and reading the damping from the complex resonance frequency of small-angle precession. At 10 GHz, open copper with $\lambda=200$ nm gives $8.2\times10^{-5}$. Raising $\lambda$ to 10,000 nm, with interface and resistivity unchanged, gives $1.7\times10^{-7}$. The pumping conductance is the same in both runs; what has gone is the place to lose spin. Spin loss supplies only about a fifth of the small remainder, since $KL/\lambda^2$ has fallen by a factor of 2500; the rest is the finite-frequency term derived in the next section.

## Where the simple picture bends

**Finite frequency.** The spin relaxation time in this copper is $\tau=5.8$ ps, so $\omega\tau=0.36$, which is not very small. For circular precession at $\omega$, with copper spins precessing at $\omega_L$ in the applied field, put $\Omega=\omega-\omega_L$. The diffusion equation then has $1/\lambda^2$ replaced by $z/\lambda^2$, with $z=1+i\Omega\tau$. Let $G=KL/\lambda^2$. Expanding the $\tanh$ to third order gives the open load

$$g_{\rm load}\approx Gz-\frac{L}{3K}G^2z^2 .$$

To second order in $G$ the series law subtracts a further $G^2z^2/g$. Damping follows the real part, and $\mathrm{Re}\,z^2=1-\Omega^2\tau^2$, so

$$\mathrm{Re}\,g_{\rm eff}\approx G-G^2(1-\Omega^2\tau^2)\left(\frac1g+\frac L{3K}\right).$$

The term of first order in $\Omega\tau$ is imaginary: it describes storage and shifts the frequency. The relative change in damping is $G\,\Omega^2\tau^2(1/g+L/3K)$. The resonance calculation gives $+0.15\%$ at 10 GHz without a field in the copper. With 40 GHz precession there, as a strong field normal to the film can produce, it gives $+1.4\%$. With tantalum both changes are below 0.1%. Thin open copper thus tolerates a moderate $\omega\tau$, because $G/g$ and $GL/3K=(L/\lambda)^2/3$ are both small.

**Ballistic electrons.** The copper mean free path is about 13 nm, close to the film thickness, so diffusion is questionable. Part of the correction belongs in $g$. Let $g_{\rm Sh}$ be the number of channels per area and spin, the Sharvin conductance. If incoming and outgoing electrons have biases $\mu_{\rm in}$ and $\mu_{\rm out}$, each uniform over its hemisphere of directions, the net flow is

$$4\pi I_s=g_{\rm Sh}(\mu_{\rm out}-\mu_{\rm in})=g_0(V-\mu_{\rm in}),$$

where $g_0$ is the bare scattering value. Diffusion theory uses the mean $\mu_s=(\mu_{\rm in}+\mu_{\rm out})/2=\mu_{\rm in}+4\pi I_s/2g_{\rm Sh}$. Eliminating $\mu_{\rm in}$,

$$\frac{V-\mu_s}{4\pi I_s}=\frac1{g_0}-\frac1{2g_{\rm Sh}}\equiv\frac1g .$$

With a free-electron $g_{\rm Sh}=14.7$ nm⁻², the value $g=15$ nm⁻² corresponds to $g_0=9.9$ nm⁻². Calculated mixing conductances must be converted in this way before use in the series law.

The distinction also affects how backflow is counted. The spin actually emitted is proportional to $g_0V$, so the fraction of it that returns is $1-g_{\rm eff}/g_0$: about 98.7% for open copper and 71% with tantalum, instead of the 99.1% and 81% found relative to $gV$. With no returning electrons at all, the damping would be $9.9\times6.46\times10^{-4}=6.4\times10^{-3}$. The damping of each stack does not depend on this choice of reference.

With that conversion at both faces, a Boltzmann calculation that resolves electron directions in the copper, with specular reflection at its faces, differs from the diffusive $g_{\rm eff}$ by $-0.1\%$ for open copper and $-1.8\%$ with tantalum. The ideal sink suffers more. A face that absorbs every arriving electron still sends none back, so $\mu_{\rm out}=0$ there and $\mu_s=\mu_{\rm in}/2$; its conductance is $2g_{\rm Sh}$, not infinity. The Boltzmann result for such a face is $g_{\rm eff}=5.5$ nm⁻², 21% below the ideal diffusive value.

**Real stacks.** Permalloy/copper/tantalum films fall in the regime of these parameters, but resistivity, diffusion length and interface quality depend on growth. In the backed stack the tantalum resistance is the largest of the three, so its inputs weigh most. Doubling $\lambda_S$ to 3 nm at fixed resistivity lowers the damping of the backed stack by 39%. A copper/tantalum contact conductance of 15 nm⁻², taken as infinite above, lowers it by 15%. An imaginary mixing conductance of 10% of $g$ changes it by less than 0.3% at the frequencies treated above. The mean free path in tantalum, roughly 0.4 nm, is not far below $\lambda_S$, so $g_S$ is best regarded as an effective parameter. Spin flips at the interfaces and the spin Hall effect in tantalum are left out and not sized here. Interface flips at the magnet could matter most for open copper, whose own loss is so small. Eddy currents in the copper are also left out. If an in-plane magnetized film precesses with an amplitude that varies across the film on a length $1/k$ of about 1 to 10 µm, as for spin waves or narrow antennas, the oscillating flux drives currents in thin copper of resistivity $\rho$ and adds about $\gamma\mu_0^2MdL/4\rho$ (SI units). For 20 nm of copper this is $7\times10^{-5}$, nearly the open-copper $\alpha_{\rm sp}$. It falls to $2\times10^{-5}$ at $1/k=100$ µm and is negligible at 1 mm. Like $KL/\lambda^2$ it scales as $L/\rho$, but it grows with $d$, whereas $\alpha_{\rm sp}$ falls as $1/d$.

## What to do about it

To keep the damping of a magnetic layer low, use copper with $KL/\lambda^2\ll g$ and keep strong absorbers away from its far side. If an absorber with $g_S>g_N$ must be there, thicker copper reduces its effect; in the example the damping comes close to the open-copper value only at about two diffusion lengths, and copper that thick can add comparable eddy-current damping when the precession varies on the micrometre scale.

To send spin into a sink, compare the three resistances first. Here tantalum supplies 59% of their sum. Removing the copper resistance altogether, at unchanged $g$ and $g_S$, would give $1/(0.067+0.210)=3.6$ nm⁻², a gain of about 25%. A sink with larger $K_S/\lambda_S$ has more to offer.

To extract $g$ from measured damping, remember that the increment yields $g_{\rm eff}$. Reading it as $g$ would give 2.9 instead of 15 nm⁻² for the tantalum stack. With the load known, differentiating $1/g=1/g_{\rm eff}-1/g_{\rm load}$ gives

$$\frac{\delta g}{g}=\frac{g}{g_{\rm eff}}\,\frac{\delta g_{\rm eff}}{g_{\rm eff}} .$$

A relative error in the measured increment is magnified about 5 times with tantalum and about 120 times with open copper. The increment from thin open copper is set by spin loss in the copper and is a poor probe of the mixing conductance; at 20 nm it is only about 1% of the intrinsic damping. A thickness series of open copper, with the resistivity measured at each thickness, gives $\lambda$ if $\lambda$ is the same in all the films and both spin loss at the interfaces and eddy-current damping are negligible or fitted separately. Where the resistivity changes with thickness, $\lambda$ may change too. A single stack with a sink and thin copper of known resistance yields only the sum $1/g+1/g_S$, so finding $g$ from it requires separate knowledge of $g_S$. The numerical output lists the remaining values.

## Table of computed values

```
F: M = 800 emu/cm3, d = 3.0 nm, g_L = 2.1
F: intrinsic damping (rough) = 0.0070
mixing conductance g = 15.0 nm^-2
Cu: rho = 5.0 uOhm cm, lambda = 200 nm, L = 20 nm
Ta: rho = 180 uOhm cm, lambda = 1.5 nm, d_S = 5.0 nm
frequency = 10 GHz, hbar*omega = 41.4 ueV
h sigma/(2e^2): Cu 258.1 nm^-1, Ta 7.17 nm^-1
g_N of Cu = 1.291 nm^-2; g_S of Ta = 4.768 nm^-2
damping per unit g_eff = 6.458e-04 nm^2
no-backflow ceiling: alpha = 9.686e-03
open Cu: g_load = 0.1286, g_eff = 0.1275 nm^-2
open Cu: returned = 99.15 %, alpha = 8.236e-05
open Cu: alpha/intrinsic = 1.18 %
Cu/Ta: g_load = 3.5789, g_eff = 2.8895 nm^-2
Cu/Ta: returned = 80.74 %, alpha = 1.866e-03
Cu/Ta: alpha/intrinsic = 26.66 %
Cu/ideal sink: g_load = 12.9494, g_eff = 6.9497 nm^-2
Cu/ideal sink: returned = 53.67 %, alpha = 4.488e-03
Cu/ideal sink: alpha/intrinsic = 64.11 %
damping ratio Cu/Ta to open Cu = 22.7
resistances: 1/g = 0.0667, Cu = 0.0775, Ta = 0.2097 nm^2
thin-Cu series estimate with Ta: g_eff = 2.826 nm^-2
L = 20 nm: alpha open 8.24e-05, with Ta 1.87e-03
L = 50 nm: alpha open 2.00e-04, with Ta 1.46e-03
L = 100 nm: alpha open 3.70e-04, with Ta 1.13e-03
L = 200 nm: alpha open 5.96e-04, with Ta 8.85e-04
L = 400 nm: alpha open 7.42e-04, with Ta 7.82e-04
L = 1000 nm: alpha open 7.67e-04, with Ta 7.67e-04
resonance model, 10 GHz: alpha open 8.248e-05, Ta 1.865e-03
same, no sink, Cu lambda = 10000 nm: alpha = 1.65e-07
Cu spin relaxation time = 5.79 ps, omega*tau = 0.364
finite frequency: open +0.15 %, Ta -0.02 %
plus 40 GHz spin precession in Cu and Ta: open +1.39 %, Ta +0.00 %
Cu Sharvin conductance = 14.69 nm^-2 per spin
uncorrected mixing conductance = 9.93 nm^-2
mean free path: Cu 13.2 nm, Ta (rough) 0.37 nm
Boltzmann vs diffusion: open -0.09 %, Ta -1.79 %
black absorber, Boltzmann: g_eff = 5.483 nm^-2, alpha = 3.540e-03
Cu/Ta contact of 15 nm^-2: damping -15.2 %
imaginary mixing 10 % of g: open +0.008 %, Ta +0.155 %
Ta lambda doubled to 3.0 nm: damping -38.7 %
```
